# Phosphorus ionization energy in silicon from the 2p± infrared line

**Question**

I have an exercise on the infrared absorption of phosphorus donors in silicon. At low temperature there is a line at 39.19 meV, assigned to the transition from the donor ground state to the level called 2p±. The theoretical binding energy of 2p± is given as 6.40 meV. I am asked for the ionization energy of phosphorus.

I am stuck on three things. First, the donor has absorbed the photon, so why isn't 39.19 meV already the answer? Second, if the 6.40 meV has to be included, do I add it or subtract it? Third, the theory that supplies 6.40 meV gives only about 31 meV for the ground state. If it fails there, why may I trust it for 2p±, and how many digits of the result mean anything?

**Answer**

**The energy balance**

Define the ionization energy \(E_I\) as the energy needed to take the electron from the donor ground state to the bottom of the conduction band. Put the zero of energy at that band edge. A bound level then has negative energy, and its binding energy is the positive distance from the level up to the edge. With \(E_b\) for the binding energy of 2p±,

\[
E(1s)=-E_I,\qquad E(2p_\pm)=-E_b .
\]

The photon supplies the difference between final and initial energy:

\[
h\nu=E(2p_\pm)-E(1s)=-E_b-(-E_I)=E_I-E_b .
\]

Adding \(E_b\) to both sides gives

\[
E_I=h\nu+E_b=39.19\ \text{meV}+6.40\ \text{meV}=45.59\ \text{meV}.
\]

This settles your first two points. After absorption the electron is in an excited state but still bound to the donor, and another 6.40 meV is needed to free it. The line energy alone is therefore too small. Subtracting would give 32.79 meV, which is less than the photon energy. That cannot be right: a 39.19 meV photon would then have more than enough energy to ionize the donor, and its final state would not be a bound level.

In spectroscopic units the line lies at 316.1 cm⁻¹, or a wavelength of 31.64 µm, and the ionization energy corresponds to 367.7 cm⁻¹.

The balance neglects photon recoil and any rearrangement of the lattice around the donor. It also assumes an isolated donor in an unstrained crystal.

**Where the 6.40 meV comes from**

Far from the phosphorus ion, the extra electron sees a single positive charge screened by the silicon. Its wave function is a rapidly varying band-edge function multiplied by a smooth envelope \(F(\mathbf r)\). Silicon has six equivalent conduction-band minima, called valleys. Near each one the electron has a heavy mass \(m_l\) along the valley axis, taken here as \(z\), and a lighter mass \(m_t\) across it. In the effective-mass approximation the envelope in one valley obeys

\[
\left[-\frac{\hbar^2}{2m_t}\left(\partial_x^2+\partial_y^2\right)
-\frac{\hbar^2}{2m_l}\partial_z^2
-\frac{e^2}{4\pi\varepsilon_0\varepsilon_r r}\right]F=EF .
\]

This is a hydrogen atom with an anisotropic mass and a weakened attraction. I solved it numerically with the low-temperature parameters \(m_t=0.1905\,m_0\), \(m_l=0.9163\,m_0\) and \(\varepsilon_r=11.4\), where \(m_0\) is the free-electron mass. The binding energies are 31.26 meV for 1s, 11.49 meV for 2p0, 8.86 meV for 2s, 6.40 meV for 2p± and 3.12 meV for 3p±. A second set of basis functions gave 6.402 meV for 2p±, so the given value is indeed what this equation yields.

The labels 2p0 and 2p± refer to angular momentum about the valley axis. In ordinary hydrogen these levels coincide. To see why they separate here, start from equal masses and make \(m_l\) slightly heavier. To first order, the energy changes by

\[
\delta E=\frac{\langle p_z^2\rangle}{2}\,\delta\!\left(\frac1{m_l}\right),
\]

which is negative because \(1/m_l\) decreases. The level with the larger \(\langle p_z^2\rangle\) drops further. In momentum space a p state keeps its angular shape, with density proportional to \(\cos^2\theta\) for 2p0 and to \(\sin^2\theta\) for 2p±. With \(u=\cos\theta\), the fraction of \(\langle p^2\rangle\) that lies along \(z\) is

\[
\frac{\int_{-1}^{1}u^4\,du}{\int_{-1}^{1}u^2\,du}=\frac{2/5}{2/3}=\frac35
\quad(2p_0),
\]

\[
\frac{\int_{-1}^{1}u^2(1-u^2)\,du}{\int_{-1}^{1}(1-u^2)\,du}
=\frac{4/15}{4/3}=\frac15
\quad(2p_\pm).
\]

So 2p0 becomes the more strongly bound of the two. The actual mass ratio is too large for a first-order calculation, but the numerical levels have the same order. It therefore matters which p level a line is assigned to: the wrong label would bring in the wrong binding energy.

**Why the theory can fail for 1s and still serve for 2p±**

The equation treats the donor as a screened point charge right down to \(r=0\). Within roughly a bond length of the phosphorus nucleus this is wrong. The screening is incomplete there, and phosphorus differs chemically from the silicon atom it replaces. What matters is how much of the electron's density lies in that small region.

An s-type envelope is finite at the donor. A 2p± envelope varies as \(e^{\pm i\phi}\) around the valley axis. At the axis \(\phi\) is undefined, so a continuous function of this kind must vanish there. The leading behaviour is

\[
F\propto x\pm iy=\rho\,e^{\pm i\phi},\qquad |F|^2\propto\rho^2 ,
\]

where \(\rho\) is the distance from the axis.

To estimate the consequence, represent the missing core attraction by a well \(-V_0e^{-r^2/r_0^2}\). In first-order perturbation theory, the binding energy increases by

\[
\delta E_b=V_0\int e^{-r^2/r_0^2}\,|F|^2\,d^3r .
\]

Let the well be much smaller than the orbit. For an s state, replace \(|F|^2\) by its value at the origin:

\[
\delta E_b^{(s)}=V_0\,|F(0)|^2\,\pi^{3/2}r_0^3 .
\]

For 2p±, write \(|F|^2=C\rho^2\) near the donor. The Gaussian weight gives \(x^2\) and \(y^2\) the average value \(r_0^2/2\) each, so \(\rho^2\) averages to \(r_0^2\), and

\[
\delta E_b^{(2p_\pm)}=V_0\,C\,\pi^{3/2}r_0^5 .
\]

For a size estimate, use the equal-mass hydrogen functions with effective Bohr radius \(a\). They have \(|F_{2s}(0)|^2=1/(8\pi a^3)\) and \(C=1/(64\pi a^5)\), so

\[
\frac{\delta E_b^{(2p_\pm)}}{\delta E_b^{(2s)}}
=\frac{C\,r_0^2}{|F_{2s}(0)|^2}
=\frac{r_0^2}{8a^2}.
\]

The core is a fraction of a nanometre across, while the orbits extend over nanometres, so this ratio is small.

First order is not good enough for the s states, because the well needed is deep. I therefore put the well into the anisotropic equation and solved it again. For each of two core radii, the depth was adjusted until the model's own 1s → 2p± line fell at 39.19 meV:

- For \(r_0=0.25\) nm the depth is 2.307 eV. The core increases the binding of 1s by 14.33 meV, of 2s by 1.40 meV and of 2p± by 0.0007 meV.
- For \(r_0=0.50\) nm the depth is 0.493 eV. The corresponding increases are 14.33, 1.34 and 0.0039 meV.

The ionization energies read from the 1s eigenvalue are 45.593 and 45.596 meV, against 45.59 meV from the simple sum. Because the line was tuned to the datum, this does not predict the strength of the phosphorus core. It answers a narrower question: if a core is strong enough to produce the observed line, does it spoil the 2p± binding energy that we add? For these two core radii it does not, at the level of 0.01 meV.

The numbers also show where the first-order estimate breaks down. It makes the 2s shift proportional to \(V_0r_0^3\), which is about 1.7 times larger for the wider well. The computed 2s shift is slightly smaller instead. The estimate assumed both that the s envelope is constant across the well and that the core leaves it unchanged. This comparison does not separate the errors of the two assumptions, but it shows that the first-order formula built on them is not reliable for these wells.

The well acts within a single valley, whereas the real ground state is a combination of all six, bound more strongly by the core that couples them. The model is therefore only an estimate of the size of the effect and does not give the detailed level structure. The division of labour in your exercise is now clear: experiment supplies the distance from the core-sensitive ground state to 2p±, and theory supplies only the remaining distance to the band edge.

**How many digits mean anything**

If both data are correctly rounded, each may be off by 0.005 meV, so rounding changes the sum by at most 0.01 meV. The theoretical input deserves more caution, because it depends on the dielectric constant put into the equation.

Its influence follows from a change of length scale. Put \(\mathbf r=\varepsilon_r\mathbf s\) in the envelope equation. Each second derivative acquires a factor \(1/\varepsilon_r^2\). The Coulomb term, which already contains \(1/\varepsilon_r\), acquires another such factor from \(1/r=1/(\varepsilon_r s)\). The whole left side is then \(1/\varepsilon_r^2\) times an operator that does not contain \(\varepsilon_r\). At fixed masses, therefore,

\[
E_b\propto\frac1{\varepsilon_r^2}.
\]

Changing \(\varepsilon_r\) from 11.4 to 11.7 gives

\[
E_b=6.40\ \text{meV}\times\left(\frac{11.4}{11.7}\right)^2=6.08\ \text{meV},
\]

and a new numerical solution gives the same value. The inferred ionization energy becomes \(39.19+6.08=45.27\) meV, a reduction of 0.32 meV. So 45.59 meV is the answer for the data you were given, but its second decimal is only as good as the 6.40 meV. If the choice of dielectric constant were open over this range, the uncertainty would be a few tenths of a meV.

The equation also assumes a strictly parabolic band. A common rough correction writes the band energy as \(E(1+\alpha E)=T\), where \(T\) is the parabolic kinetic energy and \(\alpha\approx0.5\ \text{eV}^{-1}\). Then \(E\approx T-\alpha T^2\), and to first order the binding increases by \(\alpha\langle T^2\rangle\). This is about 0.05 meV for 2p±, so it too reaches the second decimal.

**What other lines can add**

The same balance holds for any p level reached from the same ground state. With the computed binding energies it predicts

\[
h\nu(2p_0)=45.59-11.49=34.10\ \text{meV},
\]

\[
h\nu(3p_\pm)=45.59-3.12=42.47\ \text{meV}.
\]

These are predictions of the model, not measured positions. They offer two ways to improve the inference.

First, the spacing of two lines does not contain the ground state at all:

\[
h\nu(2p_\pm)-h\nu(2p_0)=E_b(2p_0)-E_b(2p_\pm)=11.49-6.40=5.09\ \text{meV}.
\]

With \(\varepsilon_r=11.7\) and the same masses, the scaling law reduces this spacing to 4.83 meV. If the masses are accurately known from another experiment, a measured spacing can therefore help to decide which dielectric constant suits the excited states. This condition matters because the spacing also depends on the masses, especially on \(m_l\). The core matters a little more here: it increases the 2p0 binding by 0.0124 or 0.0661 meV for the two model radii, which is still well below the 0.26 meV difference being tested. Nonparabolicity is a larger concern: the estimate \(\alpha\langle T^2\rangle\) gives about 0.16 meV for 2p0 against 0.05 meV for 2p±, and so widens the spacing by about 0.11 meV. A dielectric constant fitted to the spacing with the parabolic equation is therefore an effective value that absorbs such corrections.

Second, a higher level leaves less for theory to supply. Starting from a measured 3p± line, the same change of dielectric constant would alter the added energy by only about 0.16 meV, half as much as for 2p±. In the limit of very weakly bound final states, \(E_b\to0\) and the line energy approaches \(E_I\). In practice, such large orbits are also more easily disturbed by neighbouring impurities.

**Real samples**

The result agrees with the rough figure of 45 meV used for phosphorus in silicon. The dielectric constant of 11.4 is a low-temperature choice; at room temperature the value is slightly larger, about 11.7.

Charged impurities disturb the excited level. At a rough density of \(10^{14}\) cm⁻³ their mean spacing is \(R=215\) nm, while the 2p± state has a root-mean-square radius of \(r_{\rm rms}=13.7\) nm. The potential of a neighbouring ion, expanded to second order across the orbit, gives a shift of the size

\[
\frac{e^2}{4\pi\varepsilon_0\varepsilon_r R}\left(\frac{r_{\rm rms}}{R}\right)^2\approx0.002\ \text{meV},
\]

at the mean spacing. For randomly placed ions the nearest one is usually closer. Its median distance \(d\) at density \(n\) satisfies \(e^{-4\pi n d^3/3}=1/2\), which gives \(d\approx118\) nm, and there the same formula gives 0.014 meV. The disturbance is thus of order 0.01 meV, about the last digit given. This term grows as \(1/R^3\), that is, in proportion to the impurity density. The uniform part of the ion's field adds a quadratic Stark shift that grows as \(1/R^4\); it is about 0.001 meV at 118 nm. Heavily doped device regions break the isolated-donor assumption altogether. At a few times \(10^{18}\) phosphorus atoms per cm³, silicon becomes metallic, and the ionization energy of a separate donor no longer describes its electrons.

Temperature matters for a different reason. The six valleys give six 1s combinations, and five of them lie roughly 12 meV above the ground state. Spin multiplies all of them equally, so the population of these five relative to the ground state is

\[
\frac{N_{\rm upper}}{N_{\rm ground}}=5\,e^{-12\,\text{meV}/k_BT}.
\]

This is about \(4.5\times10^{-6}\) at 10 K but 0.8 at 77 K. In the warmer sample, extra lines start from the upper levels and appear about 12 meV lower, near 27 meV for 2p±. Adding 6.40 meV to such a line gives the binding energy of its own starting level, about 34 meV, and not the ionization energy from the ground state. That is why the low temperature in your exercise is part of the data.

The computed levels and estimates are collected in the numerical output below.

## Table of computed values

```
Input line energy: 39.19 meV
Input 2p+- binding energy: 6.40 meV
Inferred ionization energy: 45.59 meV
Line wavenumber: 316.1 cm^-1
Line wavelength: 31.64 um
Ionization wavenumber: 367.7 cm^-1
Largest rounding error of the sum: 0.01 meV
Wrong result if subtracted: 32.79 meV
Transverse mass: 0.1905 m0
Longitudinal mass: 0.9163 m0
Relative permittivity: 11.4 (no unit)
Binding energies computed without a donor core:
  1s: 31.26 meV
  2p0: 11.49 meV
  2s: 8.86 meV
  2p+-: 6.40 meV
  3p+-: 3.12 meV
2p+- in the second basis: 6.402 meV
Inferred E_I minus coreless 1s: 14.33 meV
Predicted 2p0 line: 34.10 meV
Predicted 3p+- line: 42.47 meV
Model core radius: 0.25 nm
  fitted depth: 2.307 eV
  ionization energy from 1s eigenvalue: 45.593 meV
  core shift of 1s: 14.33 meV
  core shift of 2s: 1.40 meV
  core shift of 2p0: 0.0124 meV
  core shift of 2p+-: 0.0007 meV
Model core radius: 0.50 nm
  fitted depth: 0.493 eV
  ionization energy from 1s eigenvalue: 45.596 meV
  core shift of 1s: 14.33 meV
  core shift of 2s: 1.34 meV
  core shift of 2p0: 0.0661 meV
  core shift of 2p+-: 0.0039 meV
Alternative permittivity: 11.7 (no unit)
  2p+- binding energy: 6.08 meV
  change of binding energy: -0.32 meV
  resulting ionization energy: 45.27 meV
2p+- rms radius: 13.7 nm
Charged impurity density (rough): 1e+14 cm^-3
  mean spacing: 215 nm
  field-gradient shift estimate: 0.0024 meV
Upper 1s levels above ground (rough): 12 meV
  upper/ground population at 10 K: 4.5e-06 (ratio)
  upper/ground population at 77 K: 0.82 (ratio)
```
